# Optimal Sample Counts in Multilevel Monte Carlo at Fixed Variance: verification in Python

```python
"""
Result under test: for a multilevel estimator sum_l mean(Y_l), with independent
draws, level variances V_l and costs C_l per draw, the cheapest real counts at
fixed variance eps^2 are
    N_l = S/eps^2 * sqrt(V_l/C_l),  S = sum_l sqrt(V_l*C_l),  cost = S^2/eps^2.
Y_0 = P_0 and Y_l = P_l - P_(l-1), both evaluated at the same random input.
Example: P = -(HOMO energy) of C2H4 in three basis sets, averaged over the thermal
harmonic motion of the nuclei. Quantum chemistry is in atomic units, P in eV.
"""
import time
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize
from pyscf import gto, scf, mp, lib

lib.num_threads(1)
EV = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
AMU = const.atomic_mass / const.m_e
KELVIN = const.k / const.physical_constants["Hartree energy"][0]
rng = np.random.default_rng(7)
SYMBOLS = ["C", "C", "H", "H", "H", "H"]
N_OCC = 8
BASES = ["sto-3g", "6-31g", "cc-pvdz"]
TEMPERATURE = 700.0
EPS = 0.003
N_PILOT = 24


def molecule(xyz, basis, charge=0):
    atoms = [(s, tuple(r)) for s, r in zip(SYMBOLS, np.reshape(xyz, (6, 3)))]
    return gto.M(atom=atoms, unit="Bohr", basis=basis, charge=charge,
                 spin=charge, verbose=0)


def hartree_fock(xyz, basis, dm0=None):
    mf = scf.RHF(molecule(xyz, basis))
    mf.conv_tol = 1e-10
    mf.kernel(dm0=dm0)
    assert mf.converged
    return mf


def ionization(mf):
    return -mf.mo_energy[N_OCC - 1] * EV


# ---------- equilibrium geometry and harmonic modes (HF/6-31G) ----------
start = np.array([[0.66, 0, 0], [-0.66, 0, 0], [1.23, 0.92, 0],
                  [1.23, -0.92, 0], [-1.23, 0.92, 0], [-1.23, -0.92, 0]]) / BOHR


def energy_and_gradient(x):
    mf = hartree_fock(x, "6-31g")
    return mf.e_tot, mf.nuc_grad_method().kernel().ravel()


x_eq = minimize(energy_and_gradient, start.ravel(), jac=True, method="BFGS",
                options={"gtol": 2e-5}).x
mf_eq = hartree_fock(x_eq, "6-31g")
assert np.abs(mf_eq.nuc_grad_method().kernel()).max() < 1e-4
hessian = mf_eq.Hessian().kernel().transpose(0, 2, 1, 3).reshape(18, 18)
mass = np.repeat(mf_eq.mol.atom_mass_list(isotope_avg=True), 3) * AMU
eigval, eigvec = np.linalg.eigh(hessian / np.sqrt(np.outer(mass, mass)))
assert np.abs(eigval[:6]).max() < 0.02 * eigval[6]   # six rigid motions
omega = np.sqrt(eigval[6:])
modes = eigvec[:, 6:] / np.sqrt(mass)[:, None]


def mode_variance(temperature):
    return 1 / (2 * omega * np.tanh(omega / (2 * KELVIN * temperature)))


sigma = np.sqrt(mode_variance(TEMPERATURE))
# thermal variance against an explicit sum over oscillator states
n_state = np.arange(400)[:, None]
boltz = np.exp(-n_state * omega / (KELVIN * TEMPERATURE))
explicit = (boltz * (n_state + 0.5) / omega).sum(0) / boltz.sum(0)
assert np.allclose(explicit, sigma**2, rtol=1e-9)
# mode frequencies against finite differences of the total energy
for k in (0, 5, 11):
    q = 0.2 * sigma[k]
    e_plus = hartree_fock(x_eq + q * modes[:, k], "6-31g").e_tot
    e_minus = hartree_fock(x_eq - q * modes[:, k], "6-31g").e_tot
    curvature = (e_plus + e_minus - 2 * mf_eq.e_tot) / q**2
    assert abs(curvature / omega[k]**2 - 1) < 0.02   # quartic remainder

# ---------- pilot: same geometries at all levels ----------
reference = [hartree_fock(x_eq, b) for b in BASES]
guess = [np.array(m.make_rdm1()) for m in reference]
n_ao = np.array([m.mol.nao for m in reference])
q_pool = rng.normal(size=(N_PILOT, 12)) * sigma
x_pool = x_eq + q_pool @ modes.T
P = np.zeros((3, N_PILOT))
wall = np.zeros(3)
pool_energy = np.zeros(N_PILOT)
homo_separation = []
for i, x in enumerate(x_pool):
    for level, basis in enumerate(BASES):
        tic = time.perf_counter()
        mf = hartree_fock(x, basis, guess[level])
        wall[level] += (time.perf_counter() - tic) / N_PILOT
        P[level, i] = ionization(mf)
        if level == 1:
            pool_energy[i] = mf.e_tot
    homo_separation.append((mf.mo_energy[N_OCC - 1] - mf.mo_energy[N_OCC - 2]) * EV)
assert min(homo_separation) > 0.5                    # HOMO keeps its identity


def hierarchy(subset, unit_cost):
    """Level quantities Y_l and costs C_l for a chosen set of levels."""
    y, c = [P[subset[0]]], [unit_cost[subset[0]]]
    for low, high in zip(subset[:-1], subset[1:]):
        y.append(P[high] - P[low])
        c.append(unit_cost[high] + unit_cost[low])
    return np.array(y), np.array(c)


def optimal_counts(v, c, eps):
    return np.sqrt(v * c).sum() / eps**2 * np.sqrt(v / c)


def numerical_counts(v, c, eps):
    """Direct minimization; the constraint is used to eliminate N_0."""
    if len(v) == 1:
        return v / eps**2
    first = len(v) * v / eps**2
    scale = c @ first

    def cost(log_n):
        n = np.exp(log_n)
        room = eps**2 - (v[1:] / n).sum()
        if room <= 0:
            return np.inf
        return (c[0] * v[0] / room + c[1:] @ n) / scale

    best = minimize(cost, np.log(first[1:]), method="Nelder-Mead",
                    options={"xatol": 1e-8, "fatol": 1e-14, "maxiter": 3000})
    n = np.exp(best.x)
    return np.append(v[0] / (eps**2 - (v[1:] / n).sum()), n)


# ---------- square-root law on hierarchies spread over decades ----------
log_ratio, log_count = [], []
for _ in range(8):
    v_test, c_test = 10**rng.uniform(-4, 0, 3), 10**rng.uniform(0, 3, 3)
    n_test = numerical_counts(v_test, c_test, 0.01)
    assert np.allclose(n_test, optimal_counts(v_test, c_test, 0.01), rtol=1e-3)
    w = v_test / c_test
    log_ratio += list(np.log(w[1:] / w[0]))
    log_count += list(np.log(n_test[1:] / n_test[0]))
slope = np.polyfit(log_ratio, log_count, 1)[0]
assert abs(slope - 0.5) < 1e-3

# ---------- allocation for the molecule ----------
unit_cost = (n_ao / n_ao[0])**4.0
Y, C = hierarchy((0, 1, 2), unit_cost)
V = Y.var(axis=1, ddof=1)
S = np.sqrt(V * C).sum()
N_real = optimal_counts(V, C, EPS)
cost_real = S**2 / EPS**2
N_numeric = numerical_counts(V, C, EPS)
assert np.allclose(N_numeric, N_real, rtol=1e-3)
assert abs(C @ N_numeric / cost_real - 1) < 1e-6
assert N_real.min() >= 1

N_up = np.ceil(N_real).astype(int)
cost_up = C @ N_up
n1 = np.arange(1, int(cost_up / C[1]) + 2)[:, None]
n2 = np.arange(1, int(cost_up / C[2]) + 2)[None, :]
room = EPS**2 - V[1] / n1 - V[2] / n2
n0 = np.where(room > 0, np.ceil(V[0] / np.where(room > 0, room, 1.0)), np.inf)
all_costs = C[0] * n0 + C[1] * n1 + C[2] * n2
i1, i2 = np.unravel_index(np.argmin(all_costs), all_costs.shape)
N_int = np.array([n0[i1, i2], n1[i1, 0], n2[0, i2]]).astype(int)
cost_int = all_costs[i1, i2]
assert cost_real * (1 - 1e-9) <= cost_int <= cost_up * (1 + 1e-9)
assert cost_up <= cost_real + C.sum()

# ---------- estimator variance: resampling the pool as a known population ----------
V_pop = Y.var(axis=1)
reps = 20000
estimate = sum(rng.multinomial(n, np.full(N_PILOT, 1 / N_PILOT), size=reps) @ y / n
               for n, y in zip(N_up, Y))
predicted_var = (V_pop / N_up).sum()
assert abs(estimate.var() / predicted_var - 1) < 0.05      # sampling noise 1%
assert abs(estimate.mean() - P[2].mean()) < 5 * np.sqrt(predicted_var / reps)
# nested draws shared by all levels: covariances must enter
N_small = np.array([40, 20, 10])
index = rng.integers(N_PILOT, size=(reps, 40))
shared = sum(y[index[:, :n]].mean(axis=1) for n, y in zip(N_small, Y))
cov = np.cov(Y, ddof=0)
shared_var = (cov / np.maximum.outer(N_small, N_small)).sum()
independent_var = (V_pop / N_small).sum()
assert abs(shared.var() / shared_var - 1) < 0.05

# ---------- which levels to keep ----------
subsets = [(2,), (0, 2), (1, 2), (0, 1, 2)]
subset_cost, subset_cost_wall = [], []
for s in subsets:
    y, c = hierarchy(s, unit_cost)
    v = y.var(axis=1, ddof=1)
    value = np.sqrt(v * c).sum()**2 / EPS**2
    assert abs(c @ numerical_counts(v, c, EPS) / value - 1) < 1e-6
    subset_cost.append(value)
    c_wall = hierarchy(s, wall)[1]
    subset_cost_wall.append(np.sqrt(v * c_wall).sum()**2 / EPS**2)


# ---------- penalty for wrong variances or costs ----------
def direct_penalty(shape, v, c):
    """Rescale counts of a given shape to the true target, then compare costs."""
    n = shape * (v / shape).sum() / EPS**2
    return c @ n / (c @ numerical_counts(v, c, EPS))


def formula_penalty(r, v, c):
    p = np.sqrt(v * c) / np.sqrt(v * c).sum()
    return (p @ r) * (p @ (1 / r))


boot_V = np.array([Y[:, rng.integers(N_PILOT, size=N_PILOT)].var(axis=1, ddof=1)
                   for _ in range(2000)])
penalties = np.array([formula_penalty(np.sqrt(b / V), V, C) for b in boot_V])
for b, pen in zip(boot_V[:5], penalties[:5]):
    assert abs(direct_penalty(np.sqrt(b / C), V, C) / pen - 1) < 1e-5
r_all = np.sqrt(boot_V / V)
lo, hi = r_all.min(axis=1), r_all.max(axis=1)
assert np.all(penalties <= (lo + hi)**2 / (4 * lo * hi) * (1 + 1e-12))
achieved = np.array([np.sqrt((V / optimal_counts(b, C, EPS)).sum()) for b in boot_V])
share = np.sqrt(V * C) / S
small = 0.01 * np.array([1.0, -1.0, 0.5])
spread = share @ small**2 - (share @ small)**2
assert abs((formula_penalty(np.exp(small), V, C) - 1) / spread - 1) < 0.01
C_wall = hierarchy((0, 1, 2), wall)[1]
wall_penalty = formula_penalty(np.sqrt(C_wall / C), V, C_wall)
assert abs(direct_penalty(np.sqrt(V / C), V, C_wall) / wall_penalty - 1) < 1e-5

# ---------- size of effects left out ----------
neutral = reference[2]
homo = neutral.mo_coeff[:, N_OCC - 1]
half = guess[2] / 2
cation = scf.UHF(molecule(x_eq, BASES[2], charge=1))
cation.conv_tol = 1e-10
cation.kernel(dm0=np.array([half, half - np.outer(homo, homo)]))
assert cation.converged
ip_koopmans = ionization(neutral)
ip_scf = (cation.e_tot - neutral.e_tot) * EV
ip_mp2 = ip_scf + (mp.MP2(cation).kernel()[0] - mp.MP2(neutral).kernel()[0]) * EV
ip_large = ionization(hartree_fock(x_eq, "def2-tzvp"))
harmonic = 0.5 * (q_pool**2 * omega**2).sum(axis=1) * EV
anharmonic = (pool_energy - mf_eq.e_tot) * EV - harmonic
cc = np.linalg.norm(x_pool[:, :3] - x_pool[:, 3:6], axis=1) * BOHR
amp_ratio = np.sqrt(mode_variance(300.0) / mode_variance(TEMPERATURE))


def row(values, digits=4):
    return "  ".join(f"{x:.{digits}g}" for x in values)


print("levels:", ", ".join(BASES), "| basis functions:", *n_ao)
print(f"temperature: {TEMPERATURE:.0f} K; pilot geometries: {N_PILOT}")
print(f"target standard error: {EPS:.4f} eV")
print(f"equilibrium C-C distance: {np.linalg.norm(x_eq[:3]-x_eq[3:6])*BOHR:.4f} angstrom")
print(f"pilot standard deviation of C-C distance: {cc.std(ddof=1):.4f} angstrom")
print(f"lowest, highest vibrational quantum: {omega[0]*EV:.4f}, {omega[-1]*EV:.4f} eV")
print("equilibrium ionization energy by level (eV):", row(map(ionization, reference), 5))
print("pilot mean ionization energy by level (eV):", row(P.mean(axis=1), 5))
print("pilot standard deviation of P by level (eV):", row(P.std(axis=1, ddof=1)))
print(f"standard error of pilot mean, finest level: {P[2].std(ddof=1)/N_PILOT**.5:.4f} eV")
print(f"pilot mean, finest level, converted: {P[2].mean()/EV:.5f} hartree")
print(f"smallest HOMO to HOMO-1 separation in pilot: {min(homo_separation):.2f} eV")
print("mean of Y_l (eV):", row(Y.mean(axis=1)))
print("standard deviation of Y_l (eV):", row(np.sqrt(V)))
print("V_l (eV^2):", row(V))
print("relative bootstrap error of V_l:", row(boot_V.std(axis=0) / V, 2))
print("cost of one P_l (STO-3G runs, n^4 model):", row(unit_cost))
print("C_l (STO-3G runs):", row(C))
print("sqrt(V_l*C_l) (eV*sqrt(run)):", row(np.sqrt(V * C)))
print(f"S (eV*sqrt(run)): {S:.4f}")
print("optimal real counts N_l:", row(N_real, 6))
print("counts from direct numerical minimization:", row(N_numeric, 6))
print("share of cost = share of variance, by level:", row(share, 3))
print(f"minimum cost S^2/eps^2: {cost_real:.1f} STO-3G runs")
print("rounded-up counts:", *N_up, f"| cost: {cost_up:.1f} STO-3G runs")
print("best integer counts:", *N_int, f"| cost: {cost_int:.1f} STO-3G runs")
print(f"fitted exponent of N_l/N_0 against (V_l/C_l)/(V_0/C_0): {slope:.5f}")
print(f"resampled / predicted estimator variance: {estimate.var()/predicted_var:.4f}")
print("shared-draw test counts:", *N_small)
print(f"  shared / independent variance, formula: {shared_var/independent_var:.4f}")
print(f"  shared / independent variance, resampled: {shared.var()/independent_var:.4f}")
for s, a, b in zip(subsets, subset_cost, subset_cost_wall):
    print("hierarchy", "+".join(BASES[k] for k in s),
          f"| n^4 cost: {a:.0f} STO-3G runs | timed cost: {b:.1f} s")
print(f"n^4 cost, finest level alone / three levels: {subset_cost[0]/cost_real:.2f}")
print(f"timed cost, same ratio: {subset_cost_wall[0]/subset_cost_wall[3]:.2f}")
print("measured time of one P_l, this run (s):", row(wall, 3))
print(f"cost penalty of n^4 allocation at measured times: factor {wall_penalty:.3f}")
print("pilot noise, cost penalty factor, median and 95th percentile:",
      row(np.percentile(penalties, [50, 95])))
print("pilot noise, achieved standard error, 5th and 95th percentile (eV):",
      row(np.percentile(achieved, [5, 95])))
print("left out, at equilibrium geometry:")
print(f"  orbital relaxation (Delta-SCF minus frozen): {ip_scf-ip_koopmans:+.3f} eV")
print(f"  correlation (Delta-MP2 minus Delta-SCF): {ip_mp2-ip_scf:+.3f} eV")
print(f"  larger basis (def2-TZVP minus cc-pVDZ): {ip_large-ip_koopmans:+.3f} eV")
print(f"mean harmonic potential energy in pilot: {harmonic.mean():.3f} eV")
print(f"anharmonic energy in pilot, mean: {anharmonic.mean():+.3f} eV,",
      f"rms: {np.sqrt((anharmonic**2).mean()):.3f} eV")
print("mode amplitude at 300 K / at 700 K, smallest and largest:",
      row([amp_ratio.min(), amp_ratio.max()]))
print("all assertions hold")
```

Output:

```
levels: sto-3g, 6-31g, cc-pvdz | basis functions: 14 26 48
temperature: 700 K; pilot geometries: 24
target standard error: 0.0030 eV
equilibrium C-C distance: 1.3220 angstrom
pilot standard deviation of C-C distance: 0.0370 angstrom
lowest, highest vibrational quantum: 0.1150, 0.4239 eV
equilibrium ionization energy by level (eV): 8.9871  10.193  10.243
pilot mean ionization energy by level (eV): 8.8941  10.182  10.237
pilot standard deviation of P by level (eV): 0.3542  0.2183  0.2212
standard error of pilot mean, finest level: 0.0452 eV
pilot mean, finest level, converted: 0.37620 hartree
smallest HOMO to HOMO-1 separation in pilot: 2.15 eV
mean of Y_l (eV): 8.894  1.288  0.05466
standard deviation of Y_l (eV): 0.3542  0.1726  0.007173
V_l (eV^2): 0.1255  0.02979  5.145e-05
relative bootstrap error of V_l: 0.21  0.24  0.34
cost of one P_l (STO-3G runs, n^4 model): 1  11.9  138.2
C_l (STO-3G runs): 1  12.9  150.1
sqrt(V_l*C_l) (eV*sqrt(run)): 0.3542  0.6198  0.08787
S (eV*sqrt(run)): 1.0619
optimal real counts N_l: 41792.4  5671.33  69.0842
counts from direct numerical minimization: 41792.4  5671.33  69.0842
share of cost = share of variance, by level: 0.334  0.584  0.0827
minimum cost S^2/eps^2: 125294.9 STO-3G runs
rounded-up counts: 41793 5672 70 | cost: 125441.5 STO-3G runs
best integer counts: 41745 5676 69 | cost: 125295.0 STO-3G runs
fitted exponent of N_l/N_0 against (V_l/C_l)/(V_0/C_0): 0.50000
resampled / predicted estimator variance: 0.9975
shared-draw test counts: 40 20 10
  shared / independent variance, formula: 0.4192
  shared / independent variance, resampled: 0.4150
hierarchy cc-pvdz | n^4 cost: 751362 STO-3G runs | timed cost: 1620.6 s
hierarchy sto-3g+cc-pvdz | n^4 cost: 613755 STO-3G runs | timed cost: 4819.8 s
hierarchy 6-31g+cc-pvdz | n^4 cost: 78528 STO-3G runs | timed cost: 850.3 s
hierarchy sto-3g+6-31g+cc-pvdz | n^4 cost: 125295 STO-3G runs | timed cost: 4048.0 s
n^4 cost, finest level alone / three levels: 6.00
timed cost, same ratio: 0.40
measured time of one P_l, this run (s): 0.0854  0.144  0.298
cost penalty of n^4 allocation at measured times: factor 1.210
pilot noise, cost penalty factor, median and 95th percentile: 1.003  1.019
pilot noise, achieved standard error, 5th and 95th percentile (eV): 0.00264  0.003713
left out, at equilibrium geometry:
  orbital relaxation (Delta-SCF minus frozen): -1.283 eV
  correlation (Delta-MP2 minus Delta-SCF): +1.546 eV
  larger basis (def2-TZVP minus cc-pVDZ): +0.080 eV
mean harmonic potential energy in pilot: 0.712 eV
anharmonic energy in pilot, mean: -0.030 eV, rms: 0.110 eV
mode amplitude at 300 K / at 700 K, smallest and largest: 0.8712  0.9991
all assertions hold
```
